# Why self-energy and vertex corrections cancel in the electron-gas polarizability

## What goes wrong when only the lines are dressed

Take an electron gas at $r_s=4$ and temperature $T=0.25\,E_F$, and correct its polarizability $P$ by inserting a GW self-energy once, in either of the two Green's-function lines of the bubble, and adding the two diagrams, with no vertex correction. With the model interaction specified below, at wavevector $q=0.1\,k_F$ and imaginary frequency $1.57\,E_F$, the bare bubble is $P_0=-2.71\times10^{-4}$ and the self-energy diagrams add $-1.149\times10^{-3}$, in units of $k_F^3/E_F$. The correction is four times the quantity it corrects; this factor belongs to the model, and the RPA interaction of the gas gives a correction roughly ten times larger. With $4\pi e^2/q^2=5238\,E_F/k_F^3$, the dielectric function $\epsilon=1-(4\pi e^2/q^2)P$ jumps from 2.42 to 8.44. The error grows as $q$ falls, because the added term tends to a constant while $P_0$ vanishes as $q^2$.

The vertex diagram of the same order is $+1.153\times10^{-3}$. With both included, $\epsilon=2.40$. Charge conservation forces this cancellation as $q\to0$ at nonzero frequency. The f-sum rule requires a cancellation at every $q$, but it fixes only one frequency moment of $P$, not the whole function. How far the cancellation extends depends on whether $W$ is static and on the ratio of $v_Fq$ to the frequency.

## Conventions and diagrams

I set $\hbar=1$ and write $\sum_k$ for $\int d^3k/(2\pi)^3$. The gas is uniform and unpolarized, with $\xi_k=k^2/2m-\mu$, occupations $f_k$, $f'=df/d\xi$ and $G=1/(i\varepsilon_n-\xi_k)$. A subscript $+$ adds the external $q$ and $i\omega$ to a line. The interaction $W(p,i\nu)$ couples densities and is held fixed: it is not recalculated when $P$ changes. The irreducible bubble is

$$P_0(q,z)=2\sum_kT\sum_nGG_+=2\sum_k\frac{f_k-f_{k+q}}{z+\xi_k-\xi_{k+q}},\qquad z=i\omega .$$

A field $\phi$ changes the Green's function by $\delta G=G(\phi+\delta\Sigma)G_+$. Since $\Sigma=-T\sum WG$, also $\delta\Sigma=-T\sum W\,\delta G$. To first order in $W$ this gives

$$P_{SE}=2\sum_kT\sum_n\left[G^2(\Sigma-\delta\mu)G_++GG_+^2(\Sigma_+-\delta\mu)\right],$$

$$P_V=-2T^2\sum_{kn,k'n'}GG_+\,W(k-k',i\varepsilon_n-i\varepsilon_{n'})\,G'G'_+ .$$

Here primes on $G$ mark the second set of variables. The constant $\delta\mu$ keeps the density $n$ fixed; without it, part of the correction would simply describe a gas of another density.

At large $z$, $P\to S/z^2$, so $P(i\omega)\to-S/\omega^2$. The spectral representation

$$P(z)=\int_0^\infty\frac{dx}{\pi}\,[-\mathrm{Im}P(x)]\,\frac{2x}{z^2-x^2}$$

identifies $S=-(2/\pi)\int_0^\infty x\,\mathrm{Im}P(x)\,dx$, the f-sum weight.

## The f-sum rule at order $W$

For $\rho_q=\sum_je^{-iq\cdot r_j}$, the $1/z^2$ coefficient of the density response, times the volume, is $\langle[[\rho_q,H],\rho_q^\dagger]\rangle$. For one electron,

$$\left[e^{-iq\cdot r},\frac{p^2}{2m}\right]=\frac{2q\cdot p+q^2}{2m}\,e^{-iq\cdot r},$$

and the commutator of this with $e^{iq\cdot r}$ is $q^2/m$. An instantaneous density-density interaction commutes with $\rho_q$ and adds nothing. A retarded $W$ can be represented by bosons coupled linearly to the density; that coupling commutes with $\rho_q$ too. Hence the weight is $nq^2/m$ for any such $W$.

The bare bubble already has this weight. At first order the density response contains $P_{SE}+P_V$ and the reducible term $P_0WP_0$. The latter falls as $1/z^4$ and has no f-sum weight. At fixed density, therefore,

$$S_{SE}+S_V=0\quad\text{at every }q .$$

## Static $W$: where the weight goes

For static $W$, $\Sigma_k=-\sum_{k'}W(k-k')f_{k'}$. Write $d_k=\Sigma_k-\delta\mu$, $\Delta f_k=f_k-f_{k+q}$ and $D_k=z+\xi_k-\xi_{k+q}$. Shifting the level energies in the bubble by $d_k$ gives

$$P_{SE}=2\sum_k\left[\frac{f'_kd_k-f'_{k+q}d_{k+q}}{D_k}-\frac{\Delta f_k(d_k-d_{k+q})}{D_k^2}\right].$$

Expand $1/D_k=1/z-(\xi_k-\xi_{k+q})/z^2+\dots$. The $1/z$ term vanishes on shifting $k$. In the $1/z^2$ term, the same shift turns the part with $f'$ into

$$-2\sum_kf'_kd_k\,(2\xi_k-\xi_{k+q}-\xi_{k-q})=\frac{2q^2}{m}\sum_kf'_kd_k=0 ,$$

where the last equality is the fixed-density condition. In the other part, $d_k-d_{k+q}=-\sum_{k'}W(k-k')\Delta f_{k'}$, so

$$S_{SE}=X\equiv2\sum_{k,k'}\Delta f_k\,W(k-k')\,\Delta f_{k'} .$$

In the vertex diagram the frequency sums give

$$P_V=-2\sum_{k,k'}\frac{\Delta f_k}{D_k}\,W(k-k')\,\frac{\Delta f_{k'}}{D_{k'}}\;\longrightarrow\;-\frac{X}{z^2},$$

so $S_V=-X$. The physical reading is direct. Exchange with a stationary Fermi sea makes it costlier to move an electron from $k$ to $k+q$. In a real density oscillation the sea moves as well, and its exchange field moves with it. The vertex diagram contains this motion and removes the spurious stiffness.

At $T=0$ and small $q$, $\Delta f_k=(q\cdot\hat k)\,\delta(k-k_F)$. With $c=\hat k\cdot\hat k'$ and $w_1=\int_{-1}^1c\,W(c)\,dc$, the integral over $\hat k'$ gives $2\pi(q\cdot\hat k)w_1$, and that over $\hat k$ gives $4\pi q^2/3$ for the squared projection. Thus

$$X=\frac{2k_F^4}{(2\pi)^6}\,\frac{8\pi^2q^2}{3}\,w_1=\frac{k_F^4q^2w_1}{12\pi^4},\qquad \frac{X}{nq^2/m}=\frac{mk_Fw_1}{4\pi^2},$$

using $n=k_F^3/3\pi^2$. The same integral gives the slope of the exchange energy, $d\Sigma/dk=k_F^2w_1/4\pi^2$ at $k_F$. Divided by $v_F=k_F/m$, it equals the ratio above. At $T=0$ and small $q$, and for a screened $W$ with finite $w_1$, the f-sum error of the self-energy diagrams is therefore the relative exchange increase of the Fermi velocity.

## From a moment to the function

Equal and opposite moments do not by themselves make two functions cancel. For static $W$ at small $q$ a further fact helps: the pair energies $\xi_{k+q}-\xi_k$ are themselves of order $q$. At fixed nonzero $\omega$ we may expand both diagrams in pair energy over frequency.

Odd powers of $1/z$ vanish by the symmetry $k\to-k-q$. Count powers of $q$ in the coefficient of $1/z^{2j}$. The first part of $P_{SE}$ has one difference of order $q$ and $2j-1$ pair energies; the second has two differences and $2j-2$ pair energies. The vertex diagram has two factors $\Delta f$ and $2j-2$ pair energies. Each coefficient is of order $q^{2j}$. The $j=1$ terms are $-X/\omega^2$ and $+X/\omega^2$, and they cancel. What remains starts at $q^4$:

$$P_{SE},\,P_V=O(q^2),\qquad P_{SE}+P_V=O(q^4)\qquad(\text{static }W,\ v_Fq\ll\omega).$$

The counting assumes a screened $W$ or a nonzero temperature. For the bare Coulomb interaction at $T=0$, $w_1$ diverges and $X$ goes as $q^2\ln(k_F/q)$; at $r_s=4$, $X/(nq^2/m)$ is 2.5 at $q=0.1\,k_F$ and 4.1 at $q=0.01\,k_F$. Each diagram is then larger than $O(q^2)$, although their $1/\omega^2$ terms still cancel. The step also needs a uniform gas. In an insulator, pair energies stay above the gap as $q\to0$, so the first moment no longer determines the function and vertex corrections can reshape the spectrum.

## How large: the gas at $r_s=4$

In units of $k_F$ and $E_F$, $m=1/2$ and $v_F=2$. I take the Thomas–Fermi interaction $W_{TF}=4\pi e^2/(p^2+\kappa^2)$, with $e^2=4.1685$ and $\kappa=1.629$. On the Fermi surface $p^2=2-2c$. With $a=2+\kappa^2=4.654$,

$$w_1=4\pi e^2\left[\frac a4\ln\frac{a+2}{a-2}-1\right]\approx52.38\times0.0694\approx3.64,$$

and $w_1/8\pi^2\approx0.046$. The slope of the exchange energy and a separate real-space integral for $X$ both give the same 4.61%.

The frequency-dependent results use $T=0.25\,E_F$, which keeps the integrands smooth; $E_F=3.13$ eV. At $q=0.4$, integrating the diagrams along a line above the real frequency axis gives $S_{SE}=4.273\times10^{-4}$ and $S_V=-4.273\times10^{-4}$, each 3.95% of $S_0=0.01081$ in magnitude. At $\omega=1.571\,E_F$ the functions are, in units of $10^{-5}k_F^3/E_F$:

| $q/k_F$ | SE | V | sum |
|---|---:|---:|---:|
| 0.05 | −0.274 | 0.272 | −0.002 |
| 0.10 | −1.071 | 1.037 | −0.034 |
| 0.20 | −3.910 | 3.398 | −0.512 |
| 0.40 | −11.10 | 4.69 | −6.41 |

Between the first two rows SE grows as $q^{1.97}$ and the sum as $q^{4.0}$; the smallest sum is a difference of nearly equal numbers and is good only to about 5% on this momentum grid, and the entries at $q=0.10$ are uncertain in their last digit. The uncancelled fraction of SE rises from 0.8% at $q=0.05$ to 58% at $q=0.4$. In the last row $v_Fq/\omega=0.8/1.571\approx0.51$, no longer a small parameter, although the f-sum weights at this same $q$ still cancel.

## Dynamic $W$: larger terms cancel, and a remainder of order $q^2$ is left

In GW the interaction depends on frequency. Split it as $W=W_\infty+W_r$, where $W_\infty$ is the high-frequency limit and $W_r$ falls as $1/\nu^2$. The self-energy then depends on frequency as well, which changes the diagrams even at $q=0$.

There $G_+^{-1}-G^{-1}=i\omega$, so $GG_+=(G-G_+)/(i\omega)$. Inserting this on one side of the vertex diagram produces two self-energies:

$$P_V=\frac{2}{i\omega}\sum_kT\sum_nGG_+(\Sigma-\Sigma_+).$$

For the self-energy diagrams the same identity gives

$$P_{SE}=\frac{2}{i\omega}\sum_kT\sum_n\left[G^2\Sigma-G_+^2\Sigma_++GG_+(\Sigma_+-\Sigma)\right].$$

The first two terms cancel on shifting the frequency, and the constant $\delta\mu$ drops out in the same way. The last term is $-P_V$. The sum vanishes, as charge conservation requires, but each diagram is in general nonzero. For static $W$, $\Sigma_+=\Sigma$ and each vanishes separately.

The f-sum weight of the constant follows from the spectral functions $A_k(\varepsilon)$ of the dressed lines. Let $n_k=\int fA_k$, $e_k=\int\varepsilon fA_k$ and $\bar e_k=\int\varepsilon A_k$. The large-$z$ limit of the dressed bubble gives

$$S=-2\sum_k\left[e_k+e_{k+q}-n_k\bar e_{k+q}-n_{k+q}\bar e_k\right].$$

The equation of motion gives $e_k=n_k\bar e_k+T\sum_n\Sigma_rG$, where $\Sigma_r$ comes from $W_r$. Substitution yields

$$S=-4\sum_kT\sum_n\Sigma_rG-2\sum_k(n_k-n_{k+q})(\bar e_k-\bar e_{k+q}).$$

At first order and fixed density, the kinetic part of the last term remains $nq^2/m$, and its exchange part is $X_\infty$, meaning $X$ evaluated with $W_\infty$. Therefore

$$S_{SE}=X_\infty-4u_c,\qquad u_c=\sum_kT\sum_n\Sigma_rG=-\frac12\sum_pT\sum_\nu W_rP_0 .$$

The quantity $u_c$ is an energy density. In the boson picture it is the lowest-order shift of the free energy caused by $W_r$, which is half the mean electron–boson coupling energy. When screening makes $W_r$ negative, $u_c<0$ and the dressed bubble has too much weight. This excess does not vanish with $q$, so relative to $nq^2/m$ it diverges as $1/q^2$. The vertex diagram removes it.

To measure the effect I add $B(p)\nu^2/(\nu^2+\Omega^2)$ to $W_{TF}$, with $B=B_0e^{-p^2/k_F^2}$, $\Omega=2E_F$ and $B_0=19.74\,E_F/k_F^3$. This leaves static $W$ unchanged and doubles it at $p=0$ and high frequency. It is a model, not the RPA interaction of the gas, and it understates the effect: the RPA interaction at the same temperature gives $4u_c\approx-0.113\,k_F^3E_F$ and $P_{SE}(q=0)\approx-1.16\times10^{-2}\,k_F^3/E_F$ at $\omega=1.571\,E_F$, about ten times the model value. Its retarded part gives $4u_c\approx-0.0130\,k_F^3E_F$; the large-frequency limit of $\omega^2P_{SE}$ from the diagrams built with $W_r$ alone, leaving out $X_\infty$, is $-0.01304$, at both $q=0$ and $q=0.4$. At $q=0.4$ this part of the excess weight is $0.0130/0.0108\approx1.2$ times the entire correct weight.

The vertex tail is $+0.01298$. The mismatch of 0.5% comes from cutting off the frequency sums at 600 terms: the $q=0$ residue of $5\times10^{-9}$ persists at high frequency and is multiplied there by $\omega^2\approx10^4$. At $q=0$, doubling the cutoff reduces the mismatch to 0.06%, and both tails converge to $0.01300$ in magnitude, so the last digit of each quoted tail is a cutoff effect.

## What survives at order $q^2$

The f-sum rule forbids a $1/\omega^2$ tail in $P_{SE}+P_V$. It permits a term of order $q^2$ that falls faster. To find it, use the spectral form of the response $\chi_A$ of an operator $A$. A time derivative multiplies its spectral weight by $x^2$, so

$$\chi_A(i\omega)=-\frac{\chi_{\dot A}(i\omega)-\chi_{\dot A}(0)}{\omega^2}.$$

Apply this first to the density, whose derivative is given by the current, and then to the total electron momentum, whose derivative is the force $F$. In the first step the f-sum rule fixes the static term, $\chi_{\dot\rho}(0)=-nq^2/m$. It contributes $-nq^2/(m\omega^2)$, which is the whole bare response at order $q^2$, so it adds nothing to the first-order correction. The reducible term $P_0WP_0$ is of order $q^4$ for a $W$ that stays finite at small $q$. As $q\to0$ at fixed $\omega$, this leaves

$$P_{SE}+P_V\to\frac{q^2}{m^2\omega^4}\left[\chi_F(i\omega)-\chi_F(0)\right].$$

Instantaneous pair forces sum to zero. The bosons behind $W_r$ exert a net force, however. Its lowest-order correlation is a product of a boson line and a density bubble, with a factor $p_x^2$ from the two gradients:

$$P_{SE}+P_V\to-\frac{q^2}{m^2\omega^4}\sum_pp_x^2\,T\sum_\nu W(p,i\nu)\left[P_0(p,i\nu+i\omega)-P_0(p,i\nu)\right].$$

I have written $W$ for $W_r$ because a static part drops out on shifting $\nu$. The bracket stays bounded at large $\omega$, so this term carries no f-sum weight.

In the model the formula gives $3.74\times10^{-4}q^2$ at $\omega=1.571\,E_F$, and the diagrams extrapolated to small $q$ give $3.73\times10^{-4}q^2$. Compared with the leading response $n/(m\omega^2)=2(0.03377)/2.467=0.0274$, the remainder is 1.4%. It is small beside the cancelled constants, but it is not zero.

It is also an artefact of treating $W$ as an external medium that can absorb momentum. In the full Coulomb gas a uniform force moves the centre of mass at the plasma frequency $\omega_p$, with $\omega_p^2=4\pi ne^2/m$. To leading order in $q$,

$$\chi=\frac{nq^2/m}{z^2-\omega_p^2},\qquad \frac1P=\frac1\chi+\frac{4\pi e^2}{q^2}=\frac{mz^2}{nq^2}.$$

Thus $P=nq^2/(mz^2)$ has no interaction correction at order $q^2$. Further diagrams must remove the remainder. Natural candidates are the Aslamazov–Larkin pair, in which two $W$ lines join two electron loops, because they let the external field act on the electrons that take up the recoil. I have not evaluated them here.

## The opposite limit: no cancellation

If $\omega=0$ before $q\to0$, the expansion in $v_Fq/\omega$ is unavailable. In $P_V$ the ratio $\Delta f_k/D_k$ becomes $f'_k$, and for static $W$

$$P_V\to-2\sum_{k,k'}f'_kW(k-k')f'_{k'},\qquad P_{SE}\to2\sum_kf''_kd_k .$$

The vertex term now contains the average of $W$ between thermally active states, not the weighting by $c$ that enters $X$. For the Thomas–Fermi interaction, at $q=0.01$, SE is $+0.0017$ and V is $-0.0133$, against $P_0=-0.0475$. The sum increases the magnitude of $P$ by 24%.

This is a compressibility correction. At fixed chemical potential, with $\delta\mu=0$, the density change is $\delta n=2\sum f'_k\Sigma_k$. Differentiating, with $\partial_\mu f'=-f''$ and $\partial_\mu\Sigma_k=\sum_{k'}W(k-k')f'_{k'}$, gives $P_{SE}+P_V=-\partial\delta n/\partial\mu$. Diagrams and a numerical derivative both give $-0.01767$. The values quoted before, which sum to $-0.0116$, differ because they hold the density fixed instead of the chemical potential.

## What to do about it

For long-wavelength screening at finite frequency in a metal close to the uniform gas, do not put a dynamic self-energy into the bubble without its vertex partner. The bare bubble at the correct density is the safer approximation: it conserves charge and satisfies the f-sum rule. If the lines must be dressed, derive the vertex from the same self-energy and evaluate both with the same $W$, density and cutoffs. The single diagram $P_V$ used here balances the self-energy only to first order in $W$; when the self-energy is kept in full in the lines, putting those lines into $P_V$ does not in general restore charge conservation.

A static shift of the levels from a screened interaction is a milder change. With the Thomas–Fermi $W$ and without its vertex it raised the f-sum weight by 4–5% in this gas at $q\le0.4\,k_F$, whereas the model dynamic self-energy caused an error that diverged relative to the correct response. Unscreened exchange is not mild: it raises the weight by 90–97% at $T=0.25\,E_F$ over the same range of $q$, and at $T=0$ by an amount that grows as $\ln(k_F/q)$.

Two inexpensive checks expose the problem: $P(q\to0,i\omega)$ should vanish at nonzero $\omega$, and $-\omega^2P$ should approach $nq^2/m$ at high frequency. Passing them does not validate static screening, large $q$ or optical spectra with a gap. There the vertex correction has to be judged by its effect on the function itself. The numerical output below gives the values behind these estimates.

## Numbers as computed

```
P unit: k_F^3/E_F; S unit: k_F^3 E_F; q unit: k_F
r_s = 4.0; E_F = 3.1320 eV; k_F a0 = 0.4798
temperature = 0.25 E_F; chemical potential = 0.94262 E_F
density = 0.033774 k_F^3; e^2 = 4.1685 E_F/k_F
Thomas-Fermi wavevector = 1.6290 k_F
plasma frequency = 1.8810 E_F
imaginary frequency used = 1.5708 E_F
STATIC W, f-sum weights from frequency quadrature
q = 0.4: S_0 = 0.010808, n q^2/m = 0.010808
S_SE = 4.2732e-04, S_V = -4.2732e-04, X = 4.2732e-04
S_SE/S_0 = 3.954 %
STATIC W, imaginary frequency: q, P0, SE, V, sum, |sum/SE|
0.05 -6.8234e-05 -2.7416e-06 2.7210e-06 -2.066e-08 0.0075
0.10 -2.7052e-04 -1.0713e-05 1.0374e-05 -3.388e-07 0.0316
0.20 -1.0452e-03 -3.9096e-05 3.3978e-05 -5.118e-06 0.1309
0.40 -3.6812e-03 -1.1099e-04 4.6875e-05 -6.411e-05 0.5777
power of q: SE 1.966, sum 4.036
ZERO TEMPERATURE, small q: X/(n q^2/m)
Fermi-surface formula = 4.6069 %
exchange-energy slope = 4.6069 %
real-space integral   = 4.6069 %
STATIC LIMIT, zero frequency, q = 0.01
P0 = -0.04746, SE = 0.00171, V = -0.01333
(SE + V)/P0 = 24.48 %
fixed chemical potential, same limit:
SE + V = -0.017668
minus d(density change)/d(mu) = -0.017668
DYNAMIC W: Omega = 2.0 E_F, B0 = 19.7392 E_F/k_F^3
full W, imaginary frequency: q, SE, V, sum
0.00 -1.169010e-03 1.169005e-03 -4.752e-09
0.10 -1.149462e-03 1.152750e-03 3.288e-06
0.20 -1.091792e-03 1.100006e-03 8.213e-06
boson part of W only:
sum/q^2 at small q, diagrams = 3.73106e-04 k_F/E_F
sum/q^2 at small q, force    = 3.74363e-04 k_F/E_F
force remainder/(n/(m omega^2)) = 1.367 %
u_c = -3.25408e-03 k_F^3 E_F; 4 u_c = -1.30163e-02 k_F^3 E_F
omega^2 P tail, q = 0: SE -1.30383e-02, V 1.29768e-02
omega^2 P tail, q = 0.4: SE -1.30382e-02, V 1.29768e-02
tail of sum / tail of SE, q = 0.4: 4.7e-03
```
